# Image-charge shift of an electron trapped in nitride near oxide

## Problem

An electron is trapped in silicon nitride at a distance $d=1$ nm from a flat boundary with thick silicon dioxide. The relative permittivities are $\varepsilon_1=7.5$ for the nitride and $\varepsilon_2=3.9$ for the oxide. By how much does the boundary change the energy of the electron, and is the change upward or downward?

The energy is compared with that of the same electron in the same kind of trap deep inside the nitride. "Upward" means a higher electron energy. Each material fills a half-space and responds linearly, isotropically and locally. The boundary carries no free charge, and no external field is applied. The electron stays in place long enough for the lattice to respond, so the permittivities are the static ones. The trapped electron is treated as a point charge $q=-e$, and the trap is neutral when empty.

## A tempting solution

The method of images replaces the polarized boundary by a fictitious charge at the mirror position, a distance $d$ behind the boundary. For a charge $q$ in medium 1 the image charge is

$$
q'=r\,q,\qquad r=\frac{\varepsilon_1-\varepsilon_2}{\varepsilon_1+\varepsilon_2}.
$$

Here

$$
r=\frac{7.5-3.9}{7.5+3.9}=\frac{3.6}{11.4}=0.316 .
$$

The image has the same sign as the electron, so the two repel. They are $2d$ apart, and the field in the nitride is found as though nitride filled all space. The Coulomb energy of the pair is then

$$
W_{\text{pair}}=\frac{q\,q'}{4\pi\varepsilon_0\varepsilon_1(2d)}
=\frac{e^2}{4\pi\varepsilon_0}\,\frac{r}{2\varepsilon_1 d}.
$$

With $e^2/(4\pi\varepsilon_0)=1.440$ eV nm,

$$
W_{\text{pair}}=\frac{1.440\times0.3158}{2\times7.5\times1}\ \text{eV}=30.3\ \text{meV}.
$$

The conclusion would be an upward shift of 30 meV.

## Where it fails

The image charge, its position and the sign of the shift are all correct. The fault is the use of the energy formula for two independent charges.

That formula gives the work needed to bring one charge from far away to a separation $2d$ from another charge that is *already there and stays unchanged*. The image does neither. It stands for polarization that the electron itself causes. When the electron is at a distance $z$ from the boundary, the image is at a distance $z$ on the other side, so it retreats as the electron retreats.

The effect on the work can be seen at once. At distance $z$ the separation is $2z$, and the repulsive force is

$$
F(z)=\frac{r q^2}{4\pi\varepsilon_0\varepsilon_1(2z)^2}.
$$

The electron moves through $dz$, while the separation changes by $2\,dz$. Work on the electron is force times the displacement of the electron, so the integral needed is

$$
\int_d^\infty\frac{dz}{(2z)^2}=\frac{1}{4d}.
$$

For a fixed partner the integral would run over the separation $s$ itself:

$$
\int_{2d}^\infty\frac{ds}{s^2}=\frac{1}{2d}.
$$

The tempting solution has used the second integral, and its result is too large by a factor of two.

## Solution from the charge on the boundary

The image rule was taken as given above. The following derivation does not need it: it finds the real polarization charge on the boundary and then the energy.

**The screened electron.** Let $z$ be the distance from the boundary, positive in the nitride, with the charge $q$ at $z=d$. Inside a uniform medium, Gauss's law for the free charge density $\rho_{\rm f}$ reads $\varepsilon_0\varepsilon_1\nabla\cdot\mathbf E=\rho_{\rm f}$. The total charge density, free plus bound, is $\varepsilon_0\nabla\cdot\mathbf E=\rho_{\rm f}/\varepsilon_1$. The total charge at the electron's position is therefore $q/\varepsilon_1$, and there is none elsewhere in the bulk of either material. The remaining charge must lie on the boundary.

The electric field is the vacuum Coulomb field of all these charges together. Take a point on the boundary at a radius $\rho$ from the foot of the perpendicular, and let $R=\sqrt{\rho^2+d^2}$ be its distance from the electron. The vector from the electron to this point has normal component $-d$. The screened charge therefore produces the normal field

$$
E_s=-\frac{q\,d}{4\pi\varepsilon_0\varepsilon_1R^3}.
$$

**The boundary charge.** Let $\sigma(\rho)$ be the charge per area on the boundary. Its normal field is $+\sigma/2\varepsilon_0$ just on the nitride side and $-\sigma/2\varepsilon_0$ just on the oxide side. Other parts of the flat sheet add nothing to the normal component, because their Coulomb fields at this point lie in the plane. With no free charge on the boundary, the normal displacement is continuous:

$$
\varepsilon_1\left(E_s+\frac{\sigma}{2\varepsilon_0}\right)
=\varepsilon_2\left(E_s-\frac{\sigma}{2\varepsilon_0}\right).
$$

Collecting the terms in $\sigma$ on the left gives

$$
(\varepsilon_1+\varepsilon_2)\frac{\sigma}{2\varepsilon_0}
=-(\varepsilon_1-\varepsilon_2)E_s .
$$

Division by $\varepsilon_1+\varepsilon_2$ and insertion of $E_s$ lead to

$$
\sigma=-2\varepsilon_0 rE_s=\frac{r q\,d}{2\pi\varepsilon_1R^3}.
$$

The two minus signs cancel, so $\sigma$ has the sign of $q$ when $\varepsilon_1>\varepsilon_2$. The boundary next to the electron is negatively charged, and it repels the electron.

Directly below the electron $R=d$, and the density is $0.0067$ electron charges per nm². To find the total, use $\rho\,d\rho=R\,dR$, which follows from $R^2=\rho^2+d^2$:

$$
\int_0^\infty\sigma\,2\pi\rho\,d\rho
=\frac{rqd}{\varepsilon_1}\int_d^\infty\frac{dR}{R^2}
=\frac{rq}{\varepsilon_1}.
$$

This is $0.042$ of the electron's charge. It differs from the image charge $rq$ by the factor $1/\varepsilon_1$, because it is a total charge acting in vacuum, while the image charge is placed in nitride, which screens it.

**The potential at the electron.** A ring of the sheet between $\rho$ and $\rho+d\rho$ carries the charge $\sigma\,2\pi\rho\,d\rho$, all at distance $R$ from the electron. Summing over the rings,

$$
\phi=\int_0^\infty\frac{\sigma\,2\pi\rho\,d\rho}{4\pi\varepsilon_0R}
=\frac{rqd}{4\pi\varepsilon_0\varepsilon_1}\int_0^\infty\frac{\rho\,d\rho}{R^4}.
$$

The same substitution gives

$$
\int_0^\infty\frac{\rho\,d\rho}{R^4}=\int_d^\infty\frac{dR}{R^3}=\frac{1}{2d^2},
$$

and hence

$$
\phi=\frac{rq}{8\pi\varepsilon_0\varepsilon_1d}.
$$

This is the potential of a charge $rq$ at distance $2d$ in nitride, as the image rule says. Its size is 30.3 mV.

**The energy.** Build up the charge at its final position from zero to $q$. When the charge present is $\tilde q$, the boundary charge is proportional to $\tilde q$, and so is its potential: $\phi(\tilde q)=\phi\,\tilde q/q$. Adding $d\tilde q$ costs the work $\phi(\tilde q)\,d\tilde q$. There is also work against the field of the screened charge itself, but that part is the same deep inside the nitride and cancels in the comparison. What remains is

$$
W=\int_0^q\phi\,\frac{\tilde q}{q}\,d\tilde q=\frac{q\phi}{2}
=\frac{e^2}{16\pi\varepsilon_0\varepsilon_1d}\,
\frac{\varepsilon_1-\varepsilon_2}{\varepsilon_1+\varepsilon_2}.
$$

The square of $q$ appears, so the negative sign of the electron's charge has no influence on the sign of $W$. Numerically,

$$
W=\frac{1.440\ \text{eV nm}}{4\times7.5\times1\ \text{nm}}\times0.3158
=15.2\ \text{meV}.
$$

**The electron is shifted upward by about 15 meV**, or $2.4\times10^{-21}$ J.

**The same energy as work.** The boundary charge pushes the electron away along the normal. Each ring contributes its Coulomb field times the direction factor $d/R$, so the force is

$$
F=q\int_0^\infty\frac{\sigma\,2\pi\rho\,d\rho}{4\pi\varepsilon_0R^2}\frac dR
=\frac{rq^2d^2}{4\pi\varepsilon_0\varepsilon_1}\int_d^\infty\frac{dR}{R^5}.
$$

The last integral is $1/(4d^4)$, and therefore

$$
F=\frac{rq^2}{16\pi\varepsilon_0\varepsilon_1d^2}.
$$

Replacing $d$ by $z$ and integrating from $d$ to infinity multiplies the prefactor by $1/d$ and returns $W$. A finite-difference solution of Poisson's equation for the same two half-spaces, made without image charges, gives 15.158 meV for the energy and 15.158 meV for the work against the force; the formula gives 15.158 meV.

## Reading the formula

If $\varepsilon_2=\varepsilon_1$, there is no electrical boundary and $W=0$. If $\varepsilon_2$ grows without limit, $r\to-1$ and the shift becomes $-e^2/(16\pi\varepsilon_0\varepsilon_1d)$, the attraction of a charge in a dielectric to an ideal metal. The direction of the shift depends on which medium is the more polarizable: a charge has lower energy near a medium of higher permittivity.

Exchanging the two materials shows this. For an electron in oxide 1 nm from thick nitride, $r$ changes sign and the prefactor contains $1/3.9$ instead of $1/7.5$. The shift becomes

$$
-15.16\ \text{meV}\times\frac{7.5}{3.9}\approx-29\ \text{meV}.
$$

It is larger in size because the oxide screens the electron less.

The shift falls as $1/d$: it is 30.3 meV at 0.5 nm, 7.6 meV at 2 nm and 5.1 meV at 3 nm. Traps that are otherwise identical thus have slightly different levels at different depths. The growth without limit as $d\to0$ belongs to the model of a point charge at a sharp boundary. The formula cannot be relied on when a noticeable part of the trapped state reaches into the oxide, or when $d$ is comparable with the spacing of the atoms.

## A trap that is positive when empty

The boundary raises the energy of a *charge*, whereas a trap level is the energy difference between the filled and the empty trap. Let the empty trap have charge $+Qe$. After capture its charge is $(Q-1)e$. Since the image energy is proportional to the square of the charge, the level shifts by

$$
\Delta E=W\left[(Q-1)^2-Q^2\right]=W(1-2Q).
$$

For the trap in the problem $Q=0$, and the level rises by $W$. For a trap with $Q=1$, which is neutral when filled, $\Delta E=-W$: the level falls by 15 meV. In that case the repelled charge is present before capture, and capture removes it. This assumes that both charge states can be treated as point charges at the same distance from the boundary.

## How large is 15 meV?

At 300 K the thermal energy is $k_BT=25.9$ meV, so $W/k_BT=0.59$. In thermal equilibrium, with the same Fermi level and no applied field, the ratio of filled to empty traps at this depth is lower by the factor $e^{-W/k_BT}\approx0.56$ than for the same traps deep in the nitride.

The 15 meV should not be read directly as a reduction of the barrier for thermal emission. A mobile electron passing near the boundary has an image energy of its own, which changes the top of the barrier as well. If it moves too fast for the lattice to follow, the optical permittivities are the better choice. With rough values of 4.0 for nitride and 2.1 for oxide, the formula gives 28 meV at 1 nm.

An applied field matters far more. A rough programming field of 5 MV/cm is 0.5 V/nm and changes the electron's energy by 500 meV over 1 nm. The image shift is a small correction to that.

## Finite charge cloud

A trapped electron is not a point. If the polarization responds to its average charge density, however, a spherical cloud that stays inside the nitride has the same shift as a point charge at its centre. To see why, compare the boundary charge with a charge $rq/\varepsilon_1$ in vacuum at the mirror point. On the plane, the latter has the normal field $rqd/(4\pi\varepsilon_0\varepsilon_1R^3)$, which equals $\sigma/2\varepsilon_0$. Both fields are free of sources in the nitride and vanish far away, so they agree throughout the nitride. A uniform spherical shell therefore has a mirror shell as its image. Outside itself, each shell acts as a point charge at its centre, and the interaction is that of two points $2d$ apart. Averaging the Coulomb interaction numerically over a shell of radius 0.4 nm and its mirror shell gives 15.158 meV, the point-charge value. The electronic part of the polarization can be fast enough to follow the electron's momentary position instead. Its contribution then contains the average of $1/z$ over the cloud, which is larger than $1/d$. For the 0.4 nm shell the average is $\ln(1.4/0.6)/0.8=1.059$ nm$^{-1}$. The excess of 5.9% applies to the electronic part, 28 meV with the optical permittivities used above, so it adds about 1.7 meV and the total shift becomes about 17 meV.

The real state has a tail that reaches the boundary. For a rough trap depth $E_t=1.5$ eV and effective mass $m^*=0.4$ electron masses, its decay constant is

$$
\kappa=\frac{\sqrt{2m^*E_t}}{\hbar}=3.97\ \text{nm}^{-1}.
$$

The density falls over 1 nm by a factor of about $e^{-2\kappa d}=4\times10^{-4}$. This estimate leaves out the detailed shape of the state, but it suggests that little charge reaches the oxide.

## Comparison with a memory device

In a charge-trap memory the nitride is typically several nanometres thick, and silicon lies behind a tunnel oxide of a few nanometres. The permittivities and the distance used here are in the usual range, as rough values. The layers of such a device are not thick, as the problem assumes, and it also contains other trapped electrons and applied fields. Only the effect of the layer thickness is examined here. Two cases, each solved numerically with the electron kept 1 nm from the oxide, show how much this matters.

- **Thin nitride.** A 6 nm film with thick oxide on both sides gives about 20 meV. The second boundary is 5 nm away and would by itself add $15.2/5=3.0$ meV. The remaining 2 meV or so arises because the charges on the two boundaries polarize each other's boundary.
- **Thin oxide.** Thick nitride on 4 nm of oxide, with silicon of permittivity 11.7 behind it, gives 10.4 meV. Silicon is more polarizable than oxide and attracts the electron, which cancels about a third of the shift. The silicon is treated as a dielectric without free carriers. In a device the carriers of the channel also respond to a charge that stays in place, and they cancel more. If the silicon is treated as a conductor, the shift falls to 4.6 meV, and with only 2 nm of oxide on conducting silicon it changes sign, to about $-3$ meV.

Both values are still measured against an electron in unbounded nitride. A 6 nm film contains no such place: at its centre each boundary is 3 nm away and contributes 5.1 meV, about 10 meV together, even before their mutual polarization is counted. With the boundaries counted separately at both places, the level difference between the 1 nm position and the centre is $15.2+3.0-10.1=8.1$ meV, well below the 20 meV.

The electron's own field in the oxide follows from the same derivation. On the oxide side of the boundary, directly below the electron, the field has the size

$$
|E_s|(1+r)=\frac{2e}{4\pi\varepsilon_0(\varepsilon_1+\varepsilon_2)d^2}
=0.253\ \text{V/nm}=2.5\ \text{MV/cm},
$$

where $1+r=2\varepsilon_1/(\varepsilon_1+\varepsilon_2)$ was used. This is a quarter of a rough oxide breakdown field of 10 MV/cm. The comparison shows only how strong the field is. It does not test whether the polarization is linear, which remains an assumption of the model.

For the two thick materials of the problem, the answer is an upward shift of 15 meV. In the two thin stacks computed above, the additional layers change this value by about 5 meV, upward in one and downward in the other. This is not a bound for a real memory cell. There the channel carriers and the metal gate both attract the electron, and with a thin tunnel oxide the net shift can be much smaller than 15 meV or even downward. The program's results are listed in the numerical output.

## Computed values

```
nitride relative permittivity: 7.5
oxide relative permittivity: 3.9
distance to oxide: 1.0 nm
e^2/(4 pi eps0): 1.43996 eV nm
ratio r = image charge / electron charge: 0.31579
total interface charge / electron charge: 0.04211
interface charge density at centre: 0.00670 e/nm^2
size of induced potential at electron: 30.315 mV
energy shift W, formula: 15.158 meV
energy shift W, Poisson solver: 15.158 meV
energy shift W, work against force: 15.158 meV
energy shift W: 2.429e-21 J
repulsive force at d: 15.158 meV/nm
shift with media exchanged, formula: -29.149 meV
shift with media exchanged, solver: -29.149 meV
shift at 0.5 nm: 30.32 meV
shift at 2.0 nm: 7.58 meV
shift at 3.0 nm: 5.05 meV
film thickness, oxide on both sides: 6.0 nm
shift in this film: 20.25 meV
oxide thickness with silicon behind: 4.0 nm
silicon relative permittivity: 11.7
shift with silicon behind oxide: 10.41 meV
rough optical permittivities, nitride, oxide: 4.0, 2.1
shift with optical permittivities: 28.03 meV
charge shell radius: 0.4 nm
shift for charge shell: 15.158 meV
rough trap depth: 1.5 eV
rough effective mass: 0.4 electron masses
decay constant of trapped state: 3.97 1/nm
density decay factor exp(-2 kappa d): 3.6e-04
electron's own peak field in oxide: 2.53 MV/cm
rough oxide breakdown field: 10 MV/cm
temperature: 300 K
thermal energy kT: 25.85 meV
rough programming field in nitride: 5 MV/cm
energy change over d in that field: 500 meV
```
